# Coincidence-to-accidental ratio and optimum pump of a pulsed photon-pair source: verification in Python

```python
# Coincidence-to-accidental ratio (CAR) of a pulsed photon-pair source.
# Result under test, for one Schmidt mode per arm (thermal pair statistics):
#   CAR = (C-A)/A
#       = (1-ds)(1-di) mu(1+mu) / [(1+q mu)(mu+a)(mu+b)]
# C: coincidence probability in one pulse; A: same for neighbouring pulses
# mu: mean pairs per pulse; es, ei: arm efficiencies; ds, di: dark counts
# per gate; a = ds/es, b = di/ei, q = es+ei-es*ei.
# The low-gain maximum is at mu = sqrt(ab), CAR = 1/(sqrt(a)+sqrt(b))^2.
# Pump: mu = sinh^2(E/E1), E = pulse energy, E1 = source constant.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import binom, poisson

N_MAX = 120
numbers = np.arange(N_MAX)


def reduced(setup):
    es, ei, ds, di = setup
    return ds / es, di / ei, es + ei - es * ei


def car_thermal(mu, setup):
    es, ei, ds, di = setup
    a, b, q = reduced(setup)
    return ((1 - ds) * (1 - di) * mu * (1 + mu)
            / ((1 + q * mu) * (mu + a) * (mu + b)))


def car_poisson(mu, setup):
    es, ei, ds, di = setup
    fs = (np.expm1(mu * es) + ds) / (1 - ds)
    fi = (np.expm1(mu * ei) + di) / (1 - di)
    return np.expm1(mu * es * ei) / (fs * fi)


def car_low_gain(mu, setup):
    a, b, _ = reduced(setup)
    return 1 / (mu + a * b / mu + a + b)


def optimum_thermal(setup):
    """Positive root of the quartic stationarity condition."""
    a, b, q = reduced(setup)
    coeffs = [q, 2 * q, 1 - q * a * b - (1 - q) * (a + b),
              -2 * a * b, -a * b]
    return np.exp(brentq(lambda u: np.polyval(coeffs, np.exp(u)),
                         -25, 7, xtol=1e-14, rtol=1e-14))


def thermal_distribution(mu):
    return np.exp(numbers * np.log(mu / (1 + mu))) / (1 + mu)


def click_table(eff, dark):
    """Click probability for each photon number, by summing binomial loss."""
    pmf = binom.pmf(numbers[None, :], numbers[:, None], eff)
    return pmf[:, 1:].sum(axis=1) + pmf[:, 0] * dark


def car_from_sums(prob, clicks_s, clicks_i):
    coincidence = np.sum(prob * clicks_s * clicks_i)
    accidental = np.sum(prob * clicks_s) * np.sum(prob * clicks_i)
    return coincidence / accidental - 1


quiet = (0.10, 0.08, 1e-6, 2e-6)
noisy = (0.10, 0.08, 1e-3, 2e-3)
strong = (0.40, 0.30, 0.02, 0.03)

# Pair statistics from the Hamiltonian acting on the states |n,n>
squeeze = 0.5
raising = np.diag(np.arange(1.0, N_MAX), -1)
state = expm(squeeze * (raising - raising.T))[:, 0]
mean_pairs = np.sum(numbers * state**2)
assert abs(mean_pairs - np.sinh(squeeze)**2) < 1e-10
assert np.allclose(state**2, thermal_distribution(np.sinh(squeeze)**2),
                   rtol=0, atol=1e-10)

# Closed CAR formulas against explicit photon-number sums
for setup in (quiet, noisy, strong):
    cs, ci = click_table(*setup[0::2]), click_table(*setup[1::2])
    for mu in (1e-5, 1e-2, 0.5, 2.0):
        direct = car_from_sums(thermal_distribution(mu), cs, ci)
        assert abs(direct / car_thermal(mu, setup) - 1) < 1e-9
        direct = car_from_sums(poisson.pmf(numbers, mu), cs, ci)
        assert abs(direct / car_poisson(mu, setup) - 1) < 1e-9

# Quartic root against direct maximization of the explicit sums
for setup in (quiet, noisy):
    cs, ci = click_table(*setup[0::2]), click_table(*setup[1::2])
    found = minimize_scalar(
        lambda u: -np.log(car_from_sums(thermal_distribution(np.exp(u)),
                                        cs, ci)),
        bounds=(-15, 0), method="bounded", options={"xatol": 1e-9})
    assert abs(np.exp(found.x) / optimum_thermal(setup) - 1) < 3e-6

# One turning point only, for random efficiencies and dark counts
rng = np.random.default_rng(7)
grid = np.logspace(-8, 3, 2000)
for _ in range(300):
    trial = (*rng.uniform(0.05, 0.95, 2), *10**rng.uniform(-6, -1, 2))
    slopes = np.sign(np.diff(np.log(car_thermal(grid, trial))))
    assert slopes[0] > 0 and slopes[-1] < 0
    assert np.count_nonzero(np.diff(slopes)) == 1


def corrected_optimum(setup):
    a, b, q = reduced(setup)
    kappa = (np.sqrt(a) + np.sqrt(b))**2
    return np.sqrt(a * b) * (1 + (1 - q) * kappa / 2)


# The error of the first correction must fall as the dark counts squared
errors = []
for factor in (0.1, 0.01):
    scaled = (noisy[0], noisy[1], factor * noisy[2], factor * noisy[3])
    errors.append(abs(corrected_optimum(scaled) / optimum_thermal(scaled) - 1))
assert 70 < errors[0] / errors[1] < 130

# Pulse-by-pulse simulation; accidentals from neighbouring pulses
pulses, mu_sim = 3_000_000, 0.2
pairs = rng.geometric(1 / (1 + mu_sim), pulses) - 1
hit_s = (rng.binomial(pairs, strong[0]) > 0) | (rng.random(pulses) < strong[2])
hit_i = (rng.binomial(pairs, strong[1]) > 0) | (rng.random(pulses) < strong[3])
same = np.count_nonzero(hit_s & hit_i)
shifted = np.count_nonzero(hit_s & np.roll(hit_i, 1))
car_sim = same / shifted - 1
sim_error = same / shifted * np.sqrt(1 / same + 1 / shifted)
assert abs(car_sim - car_thermal(mu_sim, strong)) < 5 * sim_error

# Worked example
es, ei, ds, di = quiet
a, b, q = reduced(quiet)
mu_low = np.sqrt(a * b)
car_low = 1 / (np.sqrt(a) + np.sqrt(b))**2
mu_opt = optimum_thermal(quiet)
car_opt = car_thermal(mu_opt, quiet)
assert abs(car_opt / car_low - 1) < 1e-4
poisson_fit = minimize_scalar(lambda u: -np.log(car_poisson(np.exp(u), quiet)),
                              bounds=(-15, 0), method="bounded",
                              options={"xatol": 1e-9})
mu_poisson = np.exp(poisson_fit.x)
assert abs(mu_poisson / mu_low - 1) < 1e-4

E1 = 5e7  # eV
energy_opt = E1 * np.arcsinh(np.sqrt(mu_opt))
to_pj = const.e * 1e12
wavelength = 15500.0  # angstrom
photon_ev = const.h * const.c / (wavelength * 1e-10) / const.e
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hartree = const.physical_constants["Hartree energy in eV"][0]
photon_au = 2 * np.pi / const.alpha / (wavelength / bohr)
assert abs(photon_au * hartree / photon_ev - 1) < 1e-8
pump_photons = energy_opt / photon_ev
assert 2 * mu_opt < 1e-6 * pump_photons  # pump is undepleted

car_half = car_thermal(np.sinh(0.5 * energy_opt / E1)**2, quiet)
car_double = car_thermal(np.sinh(2 * energy_opt / E1)**2, quiet)
assert abs(car_half / car_double - 1) < 1e-3 and car_double < car_opt


def true_coincidence(mu, setup):
    cs, ci = click_table(*setup[0::2]), click_table(*setup[1::2])
    p = thermal_distribution(mu)
    return np.sum(p * cs * ci) - np.sum(p * cs) * np.sum(p * ci)


target = 100.0
mu_target = brentq(lambda m: car_thermal(m, quiet) - target, mu_opt, 1,
                   xtol=1e-14)
half_sum = (1 / target - a - b) / 2
mu_target_low = half_sum + np.sqrt(half_sum**2 - a * b)
assert abs(mu_target_low / mu_target - 1) < 2 / target
energy_target = E1 * np.arcsinh(np.sqrt(mu_target))
true_opt = true_coincidence(mu_opt, quiet)
true_target = true_coincidence(mu_target, quiet)
assert true_target > true_opt

print(f"efficiencies signal, idler: {es:.2f}, {ei:.2f}")
print(f"dark counts per gate signal, idler: {ds:.1e}, {di:.1e}")
print(f"a = {a:.3e}, b = {b:.3e}, q = {q:.4f}")
print(f"low-gain optimum mu: {mu_low:.6e} pairs/pulse")
print(f"low-gain maximum CAR: {car_low:.2f}")
print(f"thermal optimum mu: {mu_opt:.6e} pairs/pulse")
print(f"thermal maximum CAR: {car_opt:.2f}")
print(f"Poisson optimum mu: {mu_poisson:.5e} pairs/pulse")
print(f"Poisson maximum CAR: {car_poisson(mu_poisson, quiet):.2f}")
print(f"source constant E1: {E1:.3e} eV")
print(f"optimum pulse energy: {energy_opt:.4e} eV")
print(f"optimum pulse energy converted: {energy_opt * to_pj:.4e} pJ")
print(f"pump wavelength: {wavelength:.0f} angstrom")
print(f"pump photon energy: {photon_ev:.5f} eV")
print(f"pump photons per optimum pulse: {pump_photons:.3e}")
print(f"CAR at half the optimum energy: {car_half:.1f}")
print(f"CAR at twice the optimum energy: {car_double:.1f}")
print(f"true coincidences per pulse at optimum: {true_opt:.4e}")
print(f"pulses per true coincidence at optimum: {1 / true_opt:.3e}")
print(f"required CAR: {target:.0f}")
print(f"largest mu for it, thermal: {mu_target:.5e} pairs/pulse")
print(f"largest mu for it, low-gain: {mu_target_low:.5e} pairs/pulse")
print(f"pulse energy for it: {energy_target:.4e} eV")
print(f"true coincidences per pulse there: {true_target:.4e}")
print(f"gain in true coincidences over optimum: {true_target / true_opt:.1f}")
print("mu | CAR thermal | CAR Poisson | CAR low-gain")
for mu in (1e-7, 1e-6, 1e-5, 1e-4, 1e-3, 1e-2, 1e-1):
    values = [f(mu, quiet) for f in (car_thermal, car_poisson, car_low_gain)]
    assert abs(values[2] / values[0] - 1) < 2 * (mu + ds + di)
    print(f"{mu:.0e} | " + " | ".join(f"{v:.3f}" for v in values))

an, bn, qn = reduced(noisy)
mu_noisy = optimum_thermal(noisy)
print(f"noisy case dark counts: {noisy[2]:.1e}, {noisy[3]:.1e}")
print(f"noisy a = {an:.4f}, b = {bn:.4f}")
print(f"noisy low-gain optimum mu: {np.sqrt(an * bn):.6f} pairs/pulse")
print(f"noisy corrected optimum mu: {corrected_optimum(noisy):.6f} pairs/pulse")
print(f"noisy thermal optimum mu: {mu_noisy:.6f} pairs/pulse")
print(f"noisy low-gain max CAR: {1 / (np.sqrt(an) + np.sqrt(bn))**2:.3f}")
print(f"noisy thermal max CAR: {car_thermal(mu_noisy, noisy):.3f}")
print(f"error ratio for tenfold lower darks: {errors[0] / errors[1]:.1f}")
print(f"simulation: efficiencies {strong[0]:.2f}, {strong[1]:.2f};"
      f" darks {strong[2]:.2f}, {strong[3]:.2f}")
print(f"simulation: mu {mu_sim:.1f} pairs/pulse, {pulses} pulses")
print(f"simulated CAR: {car_sim:.3f} +- {sim_error:.3f}")
print(f"formula CAR for simulation: {car_thermal(mu_sim, strong):.3f}")
print("all good")
```

Running it gives:

```
efficiencies signal, idler: 0.10, 0.08
dark counts per gate signal, idler: 1.0e-06, 2.0e-06
a = 1.000e-05, b = 2.500e-05, q = 0.1720
low-gain optimum mu: 1.581139e-05 pairs/pulse
low-gain maximum CAR: 15009.88
thermal optimum mu: 1.581182e-05 pairs/pulse
thermal maximum CAR: 15010.03
Poisson optimum mu: 1.58114e-05 pairs/pulse
Poisson maximum CAR: 15009.83
source constant E1: 5.000e+07 eV
optimum pulse energy: 1.9882e+05 eV
optimum pulse energy converted: 3.1854e-02 pJ
pump wavelength: 15500 angstrom
pump photon energy: 0.79990 eV
pump photons per optimum pulse: 2.486e+05
CAR at half the optimum energy: 9785.0
CAR at twice the optimum energy: 9785.1
true coincidences per pulse at optimum: 1.2650e-07
pulses per true coincidence at optimum: 7.905e+06
required CAR: 100
largest mu for it, thermal: 1.00480e-02 pairs/pulse
largest mu for it, low-gain: 9.96497e-03 pairs/pulse
pulse energy for it: 5.0036e+06 eV
true coincidences per pulse there: 8.0905e-05
gain in true coincidences over optimum: 639.6
mu | CAR thermal | CAR Poisson | CAR low-gain
1e-07 | 394.461 | 394.461 | 394.462
1e-06 | 3496.496 | 3496.493 | 3496.503
1e-05 | 14285.790 | 14285.667 | 14285.714
1e-04 | 7273.308 | 7272.652 | 7272.727
1e-03 | 966.747 | 965.866 | 965.950
1e-02 | 100.474 | 99.565 | 99.651
1e-01 | 10.810 | 9.911 | 9.997
noisy case dark counts: 1.0e-03, 2.0e-03
noisy a = 0.0100, b = 0.0250
noisy low-gain optimum mu: 0.015811 pairs/pulse
noisy corrected optimum mu: 0.016247 pairs/pulse
noisy thermal optimum mu: 0.016258 pairs/pulse
noisy low-gain max CAR: 15.010
noisy thermal max CAR: 15.163
error ratio for tenfold lower darks: 99.9
simulation: efficiencies 0.40, 0.30; darks 0.02, 0.03
simulation: mu 0.2 pairs/pulse, 3000000 pulses
simulated CAR: 2.730 +- 0.027
formula CAR for simulation: 2.726
all good
```
